# Closed-shell coupled-perturbed Hartree-Fock equations for real and imaginary perturbations

## What goes wrong without the coupled equations

A code that has converged a Hartree-Fock calculation holds everything needed for a tempting shortcut to response properties: divide the squared magnitude of each virtual-occupied matrix element of the perturbation by the corresponding orbital-energy difference, and sum. The shortcut keeps the mean field frozen while the orbitals change. For water in the 6-31G** basis it makes the polarizability components 14 to 20% too small relative to the self-consistent response. For a perturbation by orbital angular momentum the shortfall is 29 to 35%.

Adding the mean-field response is not enough if the wrong form is used. A real perturbation, such as an electric field, and an imaginary one, such as the linear magnetic term, need different matrices. In the H2 example below, using the electric matrix for a momentum perturbation loses 32% of the response.

Both matrices follow from one requirement: the Brillouin condition must hold at every strength of the perturbation.

## Setting and conventions

The algebra is in atomic units. The one-electron Hamiltonian is \(h+\lambda h^{(1)}\), where \(\lambda\) is real and static and \(h^{(1)}\) is Hermitian and independent of spin. The basis functions do not depend on \(\lambda\). The state is a closed-shell determinant of doubly occupied spatial orbitals.

Indices \(i,j,k\) denote occupied orbitals and \(a,b\) virtual ones. Repulsion integrals are

\[
(pq|rs)=\iint \frac{\phi_p^*(1)\phi_q(1)\,\phi_r^*(2)\phi_s(2)}{r_{12}}\,d1\,d2 .
\]

The first and third labels are therefore conjugated ("bra") and the second and fourth are not ("ket"). This distinction produces the two matrices, so it is kept until the end even though the unperturbed orbitals are real.

At \(\lambda=0\) the orbitals are canonical: \(F_{pq}=\varepsilon_p\delta_{pq}\). A prime denotes a derivative with respect to \(\lambda\) at \(\lambda=0\).

## The Brillouin condition

Apart from the nuclear repulsion, the energy is

\[
E=2\sum_i h_{ii}+\sum_{ij}\left[2(ii|jj)-(ij|ji)\right],
\]

where \(h\) includes \(\lambda h^{(1)}\) if the perturbation is on. Change the occupied orbitals by \(\delta\phi_i=\sum_a\phi_a u_{ai}\), with small complex \(u_{ai}\). This preserves orthonormality to first order, because virtual and occupied orbitals are orthogonal.

Collect the terms in which a bra is varied. The one-electron part gives \(2\sum_{ai}u_{ai}^*h_{ai}\). Each two-electron integral has two bras, one per electron. Their variations are equal after the electrons and the summation labels are exchanged, which gives a factor of two:

\[
2\sum_{ai}u_{ai}^*\sum_j\left[2(ai|jj)-(aj|ji)\right].
\]

The ket variations are the complex conjugates. With the Fock matrix element

\[
F_{ai}=h_{ai}+\sum_j\left[2(ai|jj)-(aj|ji)\right],
\]

the total is

\[
\delta E=2\sum_{ai}\left(u_{ai}^*F_{ai}+u_{ai}F_{ai}^*\right)=4\,\mathrm{Re}\sum_{ai}F_{ai}^*u_{ai}. \tag{1}
\]

If some \(F_{ai}\) were nonzero, the choice \(u_{ai}=-\eta F_{ai}\) with small \(\eta>0\) would lower the energy. The energy is therefore stationary if and only if

\[
F_{ai}(\lambda)=\langle\phi_a(\lambda)|F(\lambda)|\phi_i(\lambda)\rangle=0
\quad\text{for all } a,i. \tag{2}
\]

All three factors depend on \(\lambda\), and \(F(\lambda)\) is built from the perturbed occupied orbitals.

## First-order orbitals

Expand the derivatives in the unperturbed orbitals:

\[
\phi_i'=\sum_a\phi_aU_{ai}+\sum_j\phi_jU_{ji},\qquad
\phi_a'=\sum_i\phi_iU_{ia}+\sum_b\phi_bU_{ba}.
\]

Differentiating \(\langle\phi_a|\phi_i\rangle=0\) gives \(U_{ia}^*+U_{ai}=0\), so

\[
U_{ia}=-U_{ai}^*. \tag{3}
\]

In the same way, \(\langle\phi_i|\phi_j\rangle=\delta_{ij}\) gives \(U_{ij}+U_{ji}^*=0\).

The fixed basis enters here. If the basis functions move with \(\lambda\), as atom-centred functions do under nuclear displacement, the overlap has its own derivative. Equation (3) then acquires an overlap term, and the Hamiltonian and repulsion integrals acquire derivatives too. The equations below do not cover that case as they stand.

Mixing among occupied orbitals does not alter the first-order density matrix. Its contribution is

\[
\sum_{jk}\phi_k(\mathbf r)\phi_j^*(\mathbf r')\left(U_{kj}+U_{jk}^*\right)=0 .
\]

The mean field therefore depends on the block \(U_{ai}\) alone, and \(U_{ij}\) may be set to zero. No denominator \(\varepsilon_i-\varepsilon_j\) appears, so degenerate occupied orbitals cause no difficulty.

## Differentiating the Brillouin condition

The derivative of (2) has three parts.

The change of the bra gives

\[
\langle\phi_a'|F|\phi_i\rangle=\sum_kU_{ka}^*F_{ki}+\sum_bU_{ba}^*F_{bi}=-\varepsilon_iU_{ai}.
\]

Here \(F_{ki}=\varepsilon_i\delta_{ki}\), \(F_{bi}=0\), and (3) gives \(U_{ia}^*=-U_{ai}\).

The change of the ket gives

\[
\langle\phi_a|F|\phi_i'\rangle=\sum_bF_{ab}U_{bi}+\sum_jF_{aj}U_{ji}=\varepsilon_aU_{ai}.
\]

The change of the operator gives \(h^{(1)}_{ai}\) plus the response of the mean field. In the latter, the outer labels \(a,i\) stay fixed and the occupied orbital \(j\) is varied:

\[
\begin{aligned}
2(ai|jj)&\to\sum_b\left[2(ai|jb)U_{bj}+2(ai|bj)U_{bj}^*\right],\\
-(aj|ji)&\to-\sum_b\left[(ab|ji)U_{bj}+(aj|bi)U_{bj}^*\right].
\end{aligned}
\]

In the exchange integral, the first \(j\) is a ket of electron 1 and the second is a bra of electron 2. Varying the ket puts \(b\) beside \(a\); varying the bra puts \(b\) beside \(i\).

For real unperturbed orbitals, \((ai|jb)=(ai|bj)\) and \((ab|ji)=(ab|ij)\). Define

\[
\begin{aligned}
A_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+2(ai|bj)-(ab|ij),\\
B_{ai,bj}&=2(ai|bj)-(aj|bi).
\end{aligned}\tag{4}
\]

The sum of the three parts must vanish:

\[
\boxed{\,AU+BU^*=-h^{(1)}\,} \tag{5}
\]

Here \(U\) and \(h^{(1)}\) are vectors over the pairs \(ai\), with virtual index first. That order matters for an imaginary perturbation, because \(h^{(1)}_{ia}=-h^{(1)}_{ai}\).

## Separation into real and imaginary equations

With real orbitals, \(A\) and \(B\) are real and symmetric. Write \(U=X+iY\) and \(h^{(1)}_{ai}=r_{ai}+ik_{ai}\), with \(X,Y,r,k\) real. Then

\[
AU+BU^*=(A+B)X+i(A-B)Y,
\]

and (5) separates into

\[
(A+B)X=-r,\qquad (A-B)Y=-k. \tag{6}
\]

For a real perturbation \(k=0\). If \(A-B\) is nonsingular, \(Y=0\), so \(U\) is real and

\[
(A+B)U=-h^{(1)}.
\]

For an imaginary perturbation \(r=0\). If \(A+B\) is nonsingular, \(X=0\), so \(U\) is imaginary and

\[
(A-B)U=-h^{(1)}.
\]

The matrices to be coded are

\[
\begin{aligned}
(A+B)_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi),\\
(A-B)_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+(aj|bi)-(ab|ij).
\end{aligned}\tag{7}
\]

The Coulomb term \(4(ai|bj)\) is absent from \(A-B\) for a physical reason. The first-order density matrix per spin is

\[
\gamma'(\mathbf r,\mathbf r')=\sum_{bj}\left[U_{bj}\phi_b(\mathbf r)\phi_j(\mathbf r')+U_{bj}^*\phi_j(\mathbf r)\phi_b(\mathbf r')\right].
\]

For \(U=iY\) it is imaginary and antisymmetric in \(\mathbf r,\mathbf r'\), so it vanishes at \(\mathbf r=\mathbf r'\). The charge density does not change to first order, and neither does the Coulomb potential. Exchange uses the off-diagonal part of \(\gamma'\) and still responds.

It also follows that a mean field determined by the charge density alone does not respond to an imaginary perturbation at first order. In such a model the frozen-field formula is correct for this case. In Hartree-Fock it generally is not.

## Second-order energy

At each \(\lambda\) the energy is stationary with respect to the orbitals. By (1) and (2), their change does not contribute to the first derivative, which leaves the explicit dependence:

\[
\frac{dE}{d\lambda}=2\sum_i\langle\phi_i(\lambda)|h^{(1)}|\phi_i(\lambda)\rangle .
\]

Differentiate once more at \(\lambda=0\). The occupied-occupied terms are \(2\sum_{ij}h^{(1)}_{ij}(U_{ji}+U_{ij}^*)=0\). The rest is

\[
\frac{d^2E}{d\lambda^2}=2\sum_{ai}\left(h^{(1)}_{ia}U_{ai}+\text{c.c.}\right)
=4\,\mathrm{Re}\sum_{ai}h^{(1)*}_{ai}U_{ai}. \tag{8}
\]

One factor of two comes from double occupation and the other from bra plus ket. Inserting (6) for the two pure cases gives

\[
\frac{d^2E}{d\lambda^2}=
\begin{cases}
-4\,r^T(A+B)^{-1}r,& h^{(1)}_{ai}=r_{ai},\\
-4\,k^T(A-B)^{-1}k,& h^{(1)}_{ai}=ik_{ai}.
\end{cases}\tag{9}
\]

In the second case \(h^{(1)*}_{ai}U_{ai}=(-ik_{ai})(iY_{ai})=k_{ai}Y_{ai}\). Omitting the conjugation would reverse the sign.

These are second derivatives; the energy shift at order \(\lambda^2\) is half of them times \(\lambda^2\). If the Hamiltonian also contains \(\lambda^2h^{(2)}\), its expectation value adds \(4\sum_ih^{(2)}_{ii}\) to the second derivative. The diamagnetic term is of this kind.

## When the solution exists and what it means

Rotate the unperturbed orbitals along a fixed direction \(u=x+iy\) with parameter \(t\). By (1), the slope is \(4\,\mathrm{Re}\sum F_{ai}^*(t)u_{ai}\). The derivation of (5), with \(h^{(1)}\) removed, gives \(dF_{ai}/dt=(Au+Bu^*)_{ai}\) at \(t=0\). The curvature is therefore

\[
\left.\frac{d^2E}{dt^2}\right|_0=4\left[x^T(A+B)x+y^T(A-B)y\right]. \tag{10}
\]

The response matrices are thus the stiffness of the energy against real and imaginary orbital rotations. Three situations follow.

- If both matrices are positive definite, the state is a local minimum among closed-shell determinants, and the response is unique. By (9), each pure perturbation then lowers the energy at second order, or leaves it unchanged if its virtual-occupied block is zero.
- If an eigenvalue approaches zero, the response diverges when the perturbation has a component along its eigenvector. At zero eigenvalue the linear equation has no solution for such a perturbation.
- If an eigenvalue is negative and none is zero, the equations can still be solved, but the reference is not a minimum. A solver that returns without complaint does not reveal this.

Equation (10) covers rotations that keep both spins in the same spatial orbitals. It does not test real rotations of opposite sign for the two spins. For these the Coulomb responses of the two spins cancel, and the stiffness matrix is \((\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)-(aj|bi)\), which is neither matrix in (7). Positive definite \(A\pm B\) therefore does not exclude an instability towards different real orbitals for different spins.

## Implementation without stored matrices

For larger systems, the product of \(A\) or \(B\) with a vector can be formed by an ordinary Fock build. Let \(C\) hold the real orbital coefficients, with Greek labels for basis functions. Form the first-order density matrix per spin,

\[
P'_{\kappa\sigma}=\sum_{bj}\left[C_{\kappa b}U_{bj}C_{\sigma j}+C_{\kappa j}U_{bj}^*C_{\sigma b}\right],
\]

and contract it:

\[
G_{\mu\nu}=\sum_{\kappa\sigma}\left[2(\mu\nu|\sigma\kappa)-(\mu\kappa|\sigma\nu)\right]P'_{\kappa\sigma}.
\]

Transforming \(G\) to the virtual-occupied block gives the mean-field response derived above, so

\[
(AU+BU^*)_{ai}=(\varepsilon_a-\varepsilon_i)U_{ai}+\sum_{\mu\nu}C_{\mu a}G_{\mu\nu}C_{\nu i}. \tag{11}
\]

For an imaginary perturbation, \(P'\) is \(i\) times a real antisymmetric matrix. A Fock routine that assumes a symmetric density and symmetrises its input replaces this matrix by zero. The calculation then returns the frozen-field answer without an error message. A routine that exploits the assumed symmetry in some other way can return a value that is neither the coupled nor the frozen-field one.

When \(A\pm B\) is positive definite, the conjugate-gradient method applies, and the orbital-energy differences, if positive, can serve as a preconditioner.

## A calculation by hand: H2 with two orbitals

Take H2 at a bond length of 0.74 Å in the STO-3G basis. There is one occupied orbital \(g\) and one virtual orbital \(u\), so \(A\) and \(B\) are numbers. Put \(J=(gg|uu)\), \(K=(gu|gu)\) and \(\Delta=\varepsilon_u-\varepsilon_g\). From (4),

\[
A=\Delta+2K-J,\qquad B=2K-K=K.
\]

The computed integrals are \(\Delta=34.0060\) eV, \(J=18.0605\) eV and \(K=4.9310\) eV. Hence

\[
\begin{aligned}
A+B&=\Delta+3K-J=34.0060+14.7930-18.0605=30.7385\ \text{eV},\\
A-B&=\Delta+K-J=34.0060+4.9310-18.0605=20.8765\ \text{eV}.
\end{aligned}
\]

**Real perturbation.** Let \(h^{(1)}=z\) along the bond, so that \(\lambda\) is an energy per length: the field strength times the elementary charge. With \(|z_{ug}|=0.49243\) Å,

\[
|U|=\frac{0.49243}{30.7385}=0.01602\ \text{Å/eV},
\]
\[
-\frac{d^2E}{d\lambda^2}=\frac{4(0.49243)^2}{30.7385}=0.03155\ \text{Å}^2/\text{eV}.
\]

The sign of \(U\) is opposite to that of \(z_{ug}\), whose own sign depends on the orbital phases. Multiplication by \(e^2/(4\pi\epsilon_0)=14.39965\) eV Å gives a polarizability volume of 0.454 Å³ along the bond. The frozen-field value, with \(\Delta\) in the denominator, is 0.02852 Å²/eV, or 10% below the coupled result.

**Imaginary perturbation.** Let \(h^{(1)}=p_z/\hbar\), with \(|p_{ug}|/\hbar=0.87086\) Å⁻¹. Then

\[
-\frac{d^2E}{d\lambda^2}=\frac{4(0.87086)^2}{20.8765}=0.1453\ \text{eV}^{-1}\text{Å}^{-2}.
\]

The frozen-field value is 0.0892 in the same unit, 39% too small relative to the coupled one. Using \(A+B\) by mistake gives \(4(0.87086)^2/30.7385=0.0987\), which is 32% too small. These percentages refer to the coupled value in this basis. A constant momentum term can be removed by completing the square, \(p_z^2/2m+\lambda p_z/\hbar=(p_z+m\lambda/\hbar)^2/2m-m\lambda^2/2\hbar^2\). The shift of momentum multiplies all orbitals by a common phase factor, which leaves the repulsion integrals unchanged. In a complete basis the Hartree-Fock response is therefore \(Nm/\hbar^2=0.2625\) eV⁻¹Å⁻² for \(N=2\) electrons, and the two-orbital basis recovers 55% of it.

The integrals show why the coupling matters more here. In both cases \(-J\) lowers the stiffness. For the real perturbation \(+3K\) offsets most of it, leaving a net change of \(-3.27\) eV. For the imaginary one the offset is \(+K\), and the net change is \(-13.13\) eV.

## Water: electric and magnetic response

The second case is water with an OH length of 0.96 Å and an angle of 104.5°, in the 6-31G** basis with five spherical d functions on oxygen (24 functions in all). The molecule lies in the \(yz\) plane with its twofold axis along \(z\). Five occupied and 19 virtual orbitals give matrices of dimension 95. The lowest eigenvalues are 9.94 eV for \(A+B\) and 9.11 eV for \(A-B\). Both matrices are positive definite, so the response is unique.

For a position component as perturbation, the values of \(-d^2E/d\lambda^2\) in Å²/eV are:

| Component | Coupled | Frozen field |
|---|---|---|
| xx | 0.0291 | 0.0250 |
| yy | 0.0725 | 0.0583 |
| zz | 0.0525 | 0.0446 |

The coupled mean, \((0.02907+0.07248+0.05247)/3=0.0513\) Å²/eV, corresponds to a polarizability volume of 0.74 Å³.

For the magnetic case, \(h^{(1)}\) is a component of \(\mathbf L/\hbar\) about the oxygen nucleus, and \(\lambda=\mu_BB\) is an energy. The values of \(-d^2E/d\lambda^2\) in eV⁻¹ are:

| Component | Coupled | Frozen field |
|---|---|---|
| xx | 0.0650 | 0.0462 |
| yy | 0.0246 | 0.0159 |
| zz | 0.0375 | 0.0248 |

These numbers describe the linear orbital term alone. They depend on the chosen origin and are not the full magnetizability, which also needs the diamagnetic term.

A separate self-consistent calculation with \(\lambda h^{(1)}\) in the Hamiltonian and complex orbitals provides the numerical check. For water, its finite-difference \(U\) agrees with the solution of (6) to a relative error of at most \(3\times10^{-7}\) for the six perturbations, measured as the norm of the difference divided by the norm of the finite-difference \(U\). The separation in (6) was also tested with the sum of \(y\) and \(L_x\), which have the same spatial symmetry in this molecule; the relative error is \(2\times10^{-7}\).

This agreement validates the response equations within a given basis, not the basis itself. In aug-cc-pVDZ the mean polarizability volume rises from 0.74 to 1.21 Å³, a larger change than the one made by coupling. Both values are Hartree-Fock results at a fixed geometry and omit electron correlation and vibration.

## Numbers as computed

```
H2, RHF/STO-3G
bond length                      0.74 angstrom
orbital energy occupied          -15.7433 eV
orbital energy virtual           18.2627 eV
orbital gap                      34.0060 eV
J = (gg|uu)                      18.0605 eV
K = (gu|gu)                      4.9310 eV
A+B = gap+3K-J                   30.7385 eV
A-B = gap+K-J                    20.8765 eV
|z_ug|                           0.49243 angstrom
|U| for z                        0.016020 angstrom/eV
-d2E for z, coupled              0.031555 angstrom^2/eV
-d2E for z, finite field         0.031555 angstrom^2/eV
-d2E for z, uncoupled            0.028523 angstrom^2/eV
e^2/(4 pi eps0)                  14.39965 eV angstrom
polarizability volume zz         0.45438 angstrom^3
|p_ug|/hbar                      0.87086 1/angstrom
-d2E for p/hbar, coupled         0.145310 1/(eV angstrom^2)
-d2E for p/hbar, finite field    0.145310 1/(eV angstrom^2)
-d2E for p/hbar, uncoupled       0.089206 1/(eV angstrom^2)
H2O, RHF/6-31G**
OH length                        0.96 angstrom
HOH angle                        104.5 degrees
basis functions                  24
occupied, virtual orbitals       5, 19
dimension of A and B             95
smallest orbital gap             19.3594 eV
lowest eigenvalue of A+B         9.9444 eV
lowest eigenvalue of A-B         9.1096 eV
-d2E for position: coupled, finite field, uncoupled
  xx  0.029066  0.029066  0.025039 angstrom^2/eV
  yy  0.072476  0.072476  0.058290 angstrom^2/eV
  zz  0.052469  0.052469  0.044601 angstrom^2/eV
mean polarizability volume       0.7392 angstrom^3
-d2E for L/hbar: coupled, finite field, uncoupled
  xx  0.064986  0.064986  0.046213 1/eV
  yy  0.024598  0.024598  0.015885 1/eV
  zz  0.037504  0.037504  0.024761 1/eV
largest relative error of U      2.8e-07
relative error of U, mixed h1    2.2e-07
relative error, linearised F_ai  3.5e-12
H2O, RHF/aug-cc-pVDZ
basis functions                  41
mean polarizability volume       1.2105 angstrom^3
```
